\section*{Orbital quadrupole Stevens factor of a Hund term in LS coupling}

\section{Orbital Stevens factor of a Hund term}

In the $^4F$ term of $d^3$ the state of largest $M_L$ has $\langle\sum_i(3z_i^2-r_i^2)\rangle=+0.28571\,\langle r^2\rangle$, although a single $d$ electron in its state of largest $m$ has $-0.57143\,\langle r^2\rangle$. The Stevens factor is $-2/21$ for $d^1$, $-2/105$ for $d^2$ and $+2/105$ for $d^3$, so it changes sign well before the shell is half full. This change of sign within a half shell is carried by the factor $2l+1-4S$ in Eq.~\eqref{eq:main}, which must be coded as a signed number and never as a magnitude; the prefactor $\mp$ then reverses the overall sign above half filling, so that $d^3$ and $d^7$, with the same $S$, have opposite factors.

\subsection{Statement and conventions}

The shell $l^n$ has $l\ge1$ and $N=2l+1$ orbitals $R(r)Y_{lm}$ with one common radial function, and $\langle r^2\rangle=\int R^2r^4\,dr$. Coupling is pure $LS$, $\hbar=1$, and $\mathbf L$, $\mathbf S$ are sums over the electrons. The Hund term is defined as the term of largest $S$ and, for that $S$, of largest $L$; the derivation does not need it to be the ground term. Let
\begin{equation}
Q=\sum_{i=1}^n f(\mathbf r_i),\qquad f=3z^2-r^2=r^2(3\cos^2\theta-1).
\end{equation}
$Q$ measures the number density of electrons; the charge quadrupole carries a further factor $-e$. Between states of the Hund term, for $L\ge1$,
\begin{align}
Q&=\alpha_L\langle r^2\rangle\,\bigl[3L_z^2-L(L+1)\bigr],\label{eq:equiv}\\
\alpha_L&=\mp\,\frac{2\,(2l+1-4S)}{(2l-1)(2l+3)(2L-1)},\label{eq:main}
\end{align}
with the upper sign for $n<2l+1$ and the lower sign for $n>2l+1$.

\subsection{One matrix element fixes the operator}

Fix $M_S$ and take the $2L+1$ states $|M\rangle$ of one term, with $L_+|M\rangle=c_M|M+1\rangle$, $L_-|M\rangle=c_{M-1}|M-1\rangle$, $c_M^2=\Lambda-M(M+1)$ and $\Lambda=L(L+1)$. Since $f$ does not depend on the azimuth, $Q$ commutes with $L_z$ and is diagonal in these states, with elements $q(M)$. Since $f$ contains no spin, $Q$ commutes with $S_\pm$, and $q(M)$ is the same for every $M_S$.

For one electron $l_j$ is a first-order differential operator, so $[l_j,f]=(l_jf)$ is again a multiplication, and $\sum_j[l_j,[l_j,f]]=(\mathbf l^2f)$. Written as $2z^2-x^2-y^2$, the function has $\nabla^2f=4-2-2=0$. It is proportional to $r^2$ at fixed angles, so $r^{-2}\partial_r(r^2\partial_rf)=6f/r^2$. The identity $\nabla^2=r^{-2}\partial_rr^2\partial_r-\mathbf l^2/r^2$ then gives $\mathbf l^2f=6f$. Operators of different electrons commute, so
\begin{equation}
\sum_j[L_j,[L_j,Q]]=\mathbf L^2Q+Q\mathbf L^2-2\sum_jL_jQL_j=6Q .
\label{eq:double}
\end{equation}
Multiplying out $L_\pm=L_x\pm iL_y$ shows that $L_xQL_x+L_yQL_y=\tfrac12(L_+QL_-+L_-QL_+)$, because the mixed terms cancel in the sum. The ladder operators do not leave the term, so $\langle M|L_-QL_+|M\rangle=c_M^2\,q(M+1)$ and $\langle M|L_+QL_-|M\rangle=c_{M-1}^2\,q(M-1)$. The diagonal element of Eq.~\eqref{eq:double} is therefore
\begin{equation}
(2\Lambda-2M^2-6)\,q(M)=c_M^2\,q(M+1)+c_{M-1}^2\,q(M-1).
\label{eq:rec}
\end{equation}
At $M=L$ the coefficient $c_L$ vanishes, so $q(L)$ fixes $q(L-1)$. For $M>-L$ the coefficient $c_{M-1}$ is nonzero, so each further equation fixes the next lower element. All solutions are thus multiples of one solution. The function $o(M)=3M^2-\Lambda$ is a solution. It has $o(M\pm1)=o(M)+3\pm6M$, while $c_M^2+c_{M-1}^2=2\Lambda-2M^2$ and $c_M^2-c_{M-1}^2=-2M$, so the right side of Eq.~\eqref{eq:rec} is
\begin{align}
(2\Lambda-2M^2)\,[o(M)+3]-12M^2
&=(2\Lambda-2M^2)\,o(M)+6\Lambda-18M^2\nonumber\\
&=(2\Lambda-2M^2-6)\,o(M).
\end{align}
With $o(L)=3L^2-L^2-L=L(2L-1)$, which is nonzero for integer $L\ge1$, Eq.~\eqref{eq:equiv} holds in any term, with
\begin{equation}
\alpha_L\langle r^2\rangle=\frac{q(L)}{L(2L-1)} .
\label{eq:ratio}
\end{equation}
For $L=0$, Eq.~\eqref{eq:rec} reads $-6q(0)=0$. The quadrupole vanishes, the bracket in Eq.~\eqref{eq:equiv} vanishes too, and $\alpha_L$ is undefined.

The other four components share the same factor. From $[l_j,x_k]=i\epsilon_{jkp}x_p$ follow $[l_+,z]=-iy+i(ix)=-x_+$ with $x_+=x+iy$, $[l_+,x_+]=-z+z=0$ and $[l_+,r^2]=0$. Hence $[l_+,f]=-6zx_+$ and $[l_+,-6zx_+]=6x_+^2$. On the other side $[L_+,L_z]=-L_+$ gives $[L_+,3L_z^2]=-3(L_zL_++L_+L_z)$, and a second commutator gives $6L_+^2$. The projector on the term commutes with $L_+$, so Eq.~\eqref{eq:equiv} may be commuted with $L_+$ once and twice:
\begin{equation}
\sum_iz_ix_{+,i}=\alpha_L\langle r^2\rangle\,\tfrac12(L_zL_++L_+L_z),\qquad
\sum_ix_{+,i}^2=\alpha_L\langle r^2\rangle\,L_+^2 .
\end{equation}
With $x_+^2=x^2-y^2+2ixy$ and $L_+^2=L_x^2-L_y^2+i(L_xL_y+L_yL_x)$, the Hermitian and anti-Hermitian parts map $x^2-y^2$ to $L_x^2-L_y^2$ and each product $x_jx_k$ with $j\ne k$ to $\tfrac12(L_jL_k+L_kL_j)$.

\subsection{One electron}

A single electron is the case $L=l$ of Eq.~\eqref{eq:ratio}, so only $m=l$ is needed. The function $\sin^l\theta\,e^{il\varphi}=(x_+/r)^l$ is annihilated by $l_+$, because $x_+$ and $r$ are, and has $m=l$; it is therefore $Y_{ll}$ up to a constant. With $u=\cos\theta$ its density is proportional to $(1-u^2)^l$. The derivative
\begin{align}
\frac{d}{du}\bigl[u(1-u^2)^{l+1}\bigr]
&=(1-u^2)(1-u^2)^l-2(l+1)u^2(1-u^2)^l\nonumber\\
&=(1-u^2)^l-(2l+3)\,u^2(1-u^2)^l
\end{align}
integrates to zero over $[-1,1]$, since the bracket vanishes at both ends. Therefore $\langle u^2\rangle=1/(2l+3)$ and $\langle3u^2-1\rangle=[3-(2l+3)]/(2l+3)=-2l/(2l+3)$. Division by $l(2l-1)$ gives
\begin{equation}
\langle lm|f|lm\rangle=\alpha_l\langle r^2\rangle\,[3m^2-l(l+1)],\qquad
\alpha_l=-\frac{2}{(2l-1)(2l+3)} .
\label{eq:one}
\end{equation}
The minus sign says that the orbital of largest $|m|$ is flattened toward the plane $z=0$.

\subsection{Stretched determinant below half filling}

For $n<N$ the largest $M_S$ is $n/2$, with all spins up. The Pauli principle then makes all $m$ different, and the largest $M_L$ belongs to the single determinant with $m=l-k$, $k=0,\dots,n-1$. No state of $l^n$ has a larger $M_S$, so $S_+$ annihilates this determinant. No state with this $M_S$ has a larger $M_L$, so $L_+$ annihilates it. It is the top state of a term with
\begin{equation}
S=\frac n2,\qquad L=\sum_{k=0}^{n-1}(l-k)=nl-\frac{n(n-1)}2=\frac{n(N-n)}2 ,
\label{eq:SL}
\end{equation}
and because the determinant is unique this term occurs once in $l^n$.

In a determinant of orthonormal spin orbitals the expectation value of a one-body operator is the sum of its diagonal elements over the occupied orbitals: in the expansion over permutations every product of two different permutations leaves at least one electron, on which $f(\mathbf r_i)$ does not act, with the overlap of two different orbitals. So $q(L)=\alpha_l\langle r^2\rangle\,\sigma(n)$, with
\begin{align}
\sigma(n)&=\sum_{k=0}^{n-1}\bigl[3(l-k)^2-l(l+1)\bigr]
=\sum_{k=0}^{n-1}\bigl[2l^2-l-6lk+3k^2\bigr]\nonumber\\
&=n(2l^2-l)-3l\,n(n-1)+\tfrac12\,n(n-1)(2n-1)\nonumber\\
&=\tfrac n2\bigl[4l^2-2l-6ln+6l+2n^2-3n+1\bigr]\nonumber\\
&=\tfrac n2\bigl[(2l+1)^2-3n(2l+1)+2n^2\bigr]
=\tfrac n2\,(N-n)(N-2n).
\label{eq:sigma}
\end{align}
The second line uses $\sum k=n(n-1)/2$ and $\sum k^2=(n-1)n(2n-1)/6$, and the last factorization is confirmed by $(N-n)(N-2n)=N^2-3nN+2n^2$. By Eq.~\eqref{eq:SL}, $\sigma=L(N-2n)=L(2l+1-4S)$. In Eq.~\eqref{eq:ratio} the factor $L$ cancels,
\begin{equation}
\alpha_L=\alpha_l\,\frac{L(2l+1-4S)}{L(2L-1)}=-\frac{2(2l+1-4S)}{(2l-1)(2l+3)(2L-1)} ,
\end{equation}
which is the upper sign of Eq.~\eqref{eq:main}. For $n=1$, $S=\tfrac12$ and $L=l$ give $2l+1-4S=2l-1=2L-1$, and $\alpha_L$ reduces to $\alpha_l$.

\subsection{Above half filling}

For $n=N+n'$ with $0<n'<N$, at most $N$ electrons have spin up. The largest $M_S$ has a full spin-up set and $n'$ spin-down electrons, so $S=(N-n')/2$. The full set has $\sum m=0$, and it adds nothing to $Q$ because $\sigma(N)=0$ in Eq.~\eqref{eq:sigma}. The spin-down electrons take $m=l,\dots,l-n'+1$, and the argument with $S_+$ and $L_+$ holds unchanged. Thus $L=n'(N-n')/2$ and the sum is $\sigma(n')=L(N-2n')$. Inserting $n'=N-2S$,
\begin{equation}
N-2n'=N-2N+4S=-(2l+1-4S),
\end{equation}
which is the lower sign of Eq.~\eqref{eq:main}.

\subsection{Sign, symmetries and a form for coding}

Both cases are one expression in $\nu=n \bmod N$, since $\nu=n$ below and $\nu=n'$ above half filling:
\begin{equation}
L=\frac{\nu(N-\nu)}2,\qquad
\alpha_L=-\frac{2\,(N-2\nu)}{(2l-1)(2l+3)(2L-1)},\qquad \nu\ne0 .
\label{eq:code}
\end{equation}
The case $\nu=0$ covers the empty, half-filled and full shell, where $L=0$; there Eq.~\eqref{eq:code} would return a finite number without meaning, so it must be trapped. As $N$ is odd, $N-2\nu$ is odd and $\alpha_L$ never vanishes. It is negative for $\nu<N/2$ and positive for $\nu>N/2$, so the sign turns at one quarter and three quarters of the filling as well as across the half-filled shell. Equation~\eqref{eq:code} depends on $\nu$ alone, so $\alpha(n+N)=\alpha(n)$. The electron-hole map $n\to2N-n$ sends $\nu$ to $N-\nu$, which keeps $L$ and reverses $N-2\nu$, so $\alpha(2N-n)=-\alpha(n)$.

The turn at quarter filling has a direct cause. The first $\nu$ orbitals and the remaining $N-\nu$ sum to zero, and Eq.~\eqref{eq:one} is even in $m$, so the remaining ones sum to the same value as the first $N-\nu$. Hence $\sigma(\nu)=-\sigma(N-\nu)$. Since $L(2L-1)>0$, the state $M_L=L$ has $\langle Q\rangle<0$ (oblate density) when $\alpha_L<0$ and $\langle Q\rangle>0$ (prolate density) when $\alpha_L>0$. These words refer to the second moment only; the density also has higher multipoles, and for $d^2$ it is largest near $\theta=55^\circ$, not in the plane.

\begin{center}
\begin{tabular}{lcc}
configuration & $L$ & $\alpha_L$\\
$p^1,p^4$ & 1 & $-2/5$\\
$p^2,p^5$ & 1 & $+2/5$\\
$d^1,d^6$ & 2 & $-2/21$\\
$d^2,d^7$ & 3 & $-2/105$\\
$d^3,d^8$ & 3 & $+2/105$\\
$d^4,d^9$ & 2 & $+2/21$\\
$f^1,f^8$ & 3 & $-2/45$\\
$f^2,f^9$ & 5 & $-2/135$\\
$f^3,f^{10}$ & 6 & $-2/495$\\
$f^4,f^{11}$ & 6 & $+2/495$\\
$f^5,f^{12}$ & 5 & $+2/135$\\
$f^6,f^{13}$ & 3 & $+2/45$
\end{tabular}
\end{center}

The size of $\alpha_L$ is not the size of the quadrupole. The configurations $f^1$ and $f^2$ both have $q(L)=-0.66667\,\langle r^2\rangle$, because the second electron enters $m=2$, where $3m^2-l(l+1)=0$. Their Stevens factors differ by a factor of three only because $L(2L-1)$ grows from 15 to 45 as $L$ goes from 3 to 5.

The numerical check tests every entry by another route: it diagonalizes the Coulomb energy of each $p^n$, $d^n$ and $f^n$ in the sector of smallest $|M_S|$, with hydrogenic ratios of the Slater integrals, finds $S$ and $L$ of the Hund term in the lowest level, and compares the projected $3z^2-r^2$, $x^2-y^2$ and $zx$ operators with the formulas above.

\subsection{Worked example: $d^3$ in an axial field}

The model is the configuration $d^3$ without spin-orbit coupling, with round parameters $F^2=80000$~cm$^{-1}$ and $F^4=50000$~cm$^{-1}$. These are the Slater integrals of $r_<^k/r_>^{k+1}$, without numerical divisors. The field energy is $A_2^0Q$ with $A\equiv A_2^0\langle r^2\rangle=1000$~cm$^{-1}$, so the electron charge is already contained in $A_2^0$. Energies are counted from the field-free $^4F$ level. The digits serve for comparing implementations of this model and describe no material. Two omitted terms would be comparable with the field kept here. Spin-orbit coupling alone spreads $^4F$ over about $3.5\zeta$, which reaches the field splitting found below already at $\zeta\approx150$~cm$^{-1}$, a size typical of $3d$ ions. A general axial field on a $d$ shell also has a rank-4 part; for point charges on the axis at $3.8\,a_0$ and $\langle r^4\rangle/\langle r^2\rangle\approx3\,a_0^2$ it spreads $^4F$ over about half as much as the rank-2 part.

The stretched determinant has $m=2,1,0$, $S=\tfrac32$, $L=3$. The orbital quadrupoles add to
\begin{equation}
q(3)/\langle r^2\rangle=-0.57143+0.28571+0.57143=+0.28571 ,
\end{equation}
the $m=0$ electron cancelling the $m=2$ electron. Division by $L(2L-1)=15$ gives $0.0190476$, and Eq.~\eqref{eq:main} gives $-2(5-6)/(3\cdot7\cdot5)=+2/105$, the same number. The Stevens parameter is $B_2^0=\alpha_LA=19.0476$~cm$^{-1}$, or $2.36$~meV. The first-order levels $B_2^0(3M^2-12)$ have the multipliers $-12,-9,0,15$:

\begin{center}
\begin{tabular}{ccc}
$|M|$ & Stevens (cm$^{-1}$) & exact in $d^3$ (cm$^{-1}$)\\
0 & $-228.57$ & $-256.16$\\
1 & $-171.43$ & $-191.30$\\
2 & $0.00$ & $0.00$\\
3 & $285.71$ & $285.71$
\end{tabular}
\end{center}

The last column comes from diagonalizing Coulomb energy and field together. The field conserves $S$ and $M$, so it is enough to take the all-up determinants at each $M$. There is one for $M=3$, namely $(2,1,0)$, one for $M=2$, $(2,1,-1)$, two for $M=1$, $(2,1,-2)$ and $(2,0,-1)$, and two for $M=0$, $(2,0,-2)$ and $(1,0,-1)$. This count is $^4F$ plus $^4P$. At $|M|=2,3$ no partner state exists, and the Stevens value is exact in this model at any field strength.

At $|M|=0,1$ the block is $2\times2$. The diagonalization puts $^4P$ at $\Delta=15986.4$~cm$^{-1}$, which equals $15B$ with the Racah parameter $B=F^2/49-5F^4/441=1065.76$~cm$^{-1}$, an equality the check tests. Let $q_F$, $q_P$ be the diagonal elements and $w$ the coupling $|\langle{}^4F|Q|{}^4P\rangle|$, all in units of $\langle r^2\rangle$. Measured from $Aq_F$, the block has diagonal elements $0$ and $D=\Delta+A(q_P-q_F)$, and the secular equation $-\delta(D-\delta)-(Aw)^2=0$ gives for the shift of the lower level
\begin{equation}
\delta=-\frac{(Aw)^2}{\Delta+A(q_P-q_F)-\delta}.
\label{eq:shift}
\end{equation}
To second order in $A$ the denominator is $\Delta$. With $w=0.68571$ for $M=0$ this gives $-(685.71)^2/15986.4=-29.41$~cm$^{-1}$, and with $w=0.55988$ for $|M|=1$ it gives $-(559.88)^2/15986.4=-19.61$~cm$^{-1}$. The exact shifts from the table are $-256.16+228.57=-27.59$ and $-191.30+171.43=-19.87$~cm$^{-1}$. The second-order estimate is too large in size at $M=0$ and too small at $|M|=1$.

Equation~\eqref{eq:shift} accounts for both directions. The trace of $Q$ in a block does not depend on the basis, so $q_F+q_P$ is the sum over the two determinants. For $M=0$ they give $-0.57143$ and $2(0.28571)+0.57143$, which add to $+0.5714$; with $q_F=-0.2286$ this leaves $q_P=+0.8000$. Then $q_P-q_F$ is positive, as is $-\delta$, the denominator exceeds $\Delta$, and the shift shrinks. For $M=1$ they give $2(-0.57143)+0.28571$ and $+0.28571$, which add to $-0.5714$; with $q_F=-0.1714$ this leaves $q_P=-0.4000$. Then $A(q_P-q_F)=-228.6$~cm$^{-1}$ outweighs $-\delta=19.87$~cm$^{-1}$, the denominator falls below $\Delta$, and the shift grows.

The total splitting between $|M|=3$ and $M=0$ is $514.29$~cm$^{-1}$ ($63.76$~meV) from the Stevens operator and $541.88$~cm$^{-1}$ ($67.18$~meV) exactly. The first value is low by $27.59$~cm$^{-1}$, about 5\% of the exact splitting.

\subsection{Conditions of validity}

Equations~\eqref{eq:equiv} and \eqref{eq:main} are exact for the projection of $Q$ on the Hund term of $l^n$. As a Hamiltonian, $B_2^0[3L_z^2-L(L+1)]$ is first-order degenerate perturbation theory in the field. The neglected shifts are of order $(Aw)^2/\Delta$, so relative to the first-order splitting, which is linear in $A$, they grow in proportion to $A/\Delta$ at leading order. For $\nu=1$ or $N-1$ the sector $M_S=S$ holds only $N=2L+1$ determinants, so no other term of this $S$ exists, $w=0$, and without spin-orbit coupling the levels are exact within $l^n$.

The numbers $B_2^0[3M^2-L(L+1)]$ are the first-order levels only when the states $|M\rangle$ are good zeroth-order states, that is, when spin-orbit coupling is negligible against the field. Equation~\eqref{eq:equiv} itself is an operator identity inside the term and needs no such condition: when spin-orbit coupling and field are comparable, and both are small against the distance to other terms, the two operators are diagonalized together in the $(2L+1)(2S+1)$ states of the term, with the same $\alpha_L$. If spin-orbit coupling is stronger than the field, $L$ and $S$ first couple to $J$, the equivalent operator is $3J_z^2-J(J+1)$, and its factor requires a further projection on the $J$ level. For $J=0$ or $\tfrac12$ the operator vanishes, and for other $J$ the factor need not share the sign of $\alpha_L$: it is $-1/5$ in $^7F_1$ of $f^6$, where $\alpha_L=+2/45$. If spin-orbit coupling also mixes terms, the top state is no longer the determinant of Eq.~\eqref{eq:SL}.

Equation~\eqref{eq:ratio} holds in any term, but Eq.~\eqref{eq:main} used the stretched determinant of largest $S$ and $L$ and has been shown for the Hund term only. The common radial function entered twice, in taking $\langle r^2\rangle$ out of the sum and in the cancellation $\sigma(N)=0$. If the radial function depends on $m$, as it may in a non-spherical mean field, each term of Eq.~\eqref{eq:sigma} carries its own $\langle r^2\rangle_m$ and neither step holds. If it depends on spin only, the full spin-up set still cancels, and above half filling the determinant's quadrupole is set by $\langle r^2\rangle$ of the spin-down orbitals; that determinant is then no longer an eigenstate of $\mathbf S^2$, since $\langle\mathbf S^2\rangle=S(S+1)+n'(1-s^2)$ with $s$ the overlap of the two radial functions.

\section*{Calculated quantities}
\begin{verbatim}
l=1: <3cos^2-1>, m=l..0: -0.40000 +0.80000
l=2: <3cos^2-1>, m=l..0: -0.57143 +0.28571 +0.57143
l=3: <3cos^2-1>, m=l..0: -0.66667 +0.00000 +0.40000 +0.53333
l=2: hydrogenic F^k/F^2: k=4: 0.6522
l=3: hydrogenic F^k/F^2: k=4: 0.6681 k=6: 0.4943
conf 2S L  Q(M=L)/<r2>  alpha formula  alpha Coulomb diag.
p1   1 1  -0.40000     -2/5  -0.4000000
p2   2 1  +0.40000      2/5  +0.4000000
p3   3 0  0.00000  undefined (L=0)
p4   2 1  -0.40000     -2/5  -0.4000000
p5   1 1  +0.40000      2/5  +0.4000000
d1   1 2  -0.57143    -2/21  -0.0952381
d2   2 3  -0.28571   -2/105  -0.0190476
d3   3 3  +0.28571    2/105  +0.0190476
d4   4 2  +0.57143     2/21  +0.0952381
d5   5 0  0.00000  undefined (L=0)
d6   4 2  -0.57143    -2/21  -0.0952381
d7   3 3  -0.28571   -2/105  -0.0190476
d8   2 3  +0.28571    2/105  +0.0190476
d9   1 2  +0.57143     2/21  +0.0952381
f1   1 3  -0.66667    -2/45  -0.0444444
f2   2 5  -0.66667   -2/135  -0.0148148
f3   3 6  -0.26667   -2/495  -0.0040404
f4   4 6  +0.26667    2/495  +0.0040404
f5   5 5  +0.66667    2/135  +0.0148148
f6   6 3  +0.66667     2/45  +0.0444444
f7   7 0  0.00000  undefined (L=0)
f8   6 3  -0.66667    -2/45  -0.0444444
f9   5 5  -0.66667   -2/135  -0.0148148
f10  4 6  -0.26667   -2/495  -0.0040404
f11  3 6  +0.26667    2/495  +0.0040404
f12  2 5  +0.66667    2/135  +0.0148148
f13  1 3  +0.66667     2/45  +0.0444444
example d3 4F: F2 = 80000 cm^-1, F4 = 50000 cm^-1, A20<r2> = 1000 cm^-1
Racah B = 1065.76 cm^-1; E(4P)-E(4F) = 15986.4 cm^-1
sum of m=2,1,0 quadrupoles = +0.285714 <r2>; L(2L-1) = 15
alpha_L = +0.0190476; B20 = 19.0476 cm^-1
|M|=0: |<4F|Q|4P>| = 0.68571 <r2>; second order = -29.41 cm^-1
|M|=0: Stevens = -228.57 cm^-1; exact = -256.16 cm^-1
|M|=1: |<4F|Q|4P>| = 0.55988 <r2>; second order = -19.61 cm^-1
|M|=1: Stevens = -171.43 cm^-1; exact = -191.30 cm^-1
|M|=2: |<4F|Q|4P>| = 0.00000 <r2>; second order = 0.00 cm^-1
|M|=2: Stevens = 0.00 cm^-1; exact = 0.00 cm^-1
|M|=3: |<4F|Q|4P>| = 0.00000 <r2>; second order = 0.00 cm^-1
|M|=3: Stevens = 285.71 cm^-1; exact = 285.71 cm^-1
1 cm^-1 = 0.123984 meV; B20 = 2.3616 meV
total splitting, Stevens = 514.29 cm^-1 = 63.76 meV
total splitting, exact = 541.88 cm^-1 = 67.18 meV
\end{verbatim}
